# Does a five-orbital Kanamori interaction describe a d shell?: a numerical check

```python
# Result under test: the five-orbital Kanamori interaction with U' = U - 2J is the
# d-shell Slater interaction at Racah B = 0 (A = U - 3J, C = J). It has SO(5)
# orbital symmetry and leaves 3F and 3P degenerate; a real d shell splits them by 15B.
# Symbols: F0, F2, F4 Slater integrals; A, B, C Racah parameters; U, U', J Kanamori
# parameters; V[a,b,c,d] = <ab|cd> with a, c on electron 1; N electrons, S total spin,
# v seniority (number of electrons not in orbital-scalar pairs). Energies in eV.
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.special import eval_legendre

# ---------- angular integrals on a product grid over the sphere ----------
nodes, node_weights = np.polynomial.legendre.leggauss(8)
phis = 2 * np.pi * np.arange(12) / 12
cos_t, phi = [g.ravel() for g in np.meshgrid(nodes, phis, indexing="ij")]
weight = np.repeat(node_weights, 12) * 2 * np.pi / 12
sin_t = np.sqrt(1 - cos_t**2)
x, y, z = sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t
norm = np.sqrt(15 / (4 * np.pi))
XY, YZ, Z2, XZ, X2Y2 = range(5)
orbitals = norm * np.array([x * y, y * z, (3 * z**2 - 1) / np.sqrt(12),
                            x * z, (x**2 - y**2) / 2])
assert np.allclose((orbitals * weight) @ orbitals.T, np.eye(5))
cos_between = np.clip(np.outer(x, x) + np.outer(y, y) + np.outer(z, z), -1, 1)
kernel = {k: eval_legendre(k, cos_between) for k in (0, 2, 4)}
products = np.einsum("ag,cg,g->acg", orbitals, orbitals, weight)
angular = {k: np.einsum("acg,gh,bdh->abcd", products, kernel[k], products,
                        optimize=True) for k in kernel}


def slater_tensor(f0, f2, f4):
    return f0 * angular[0] + f2 * angular[2] + f4 * angular[4]


def racah(f0, f2, f4):
    return f0 - 49 * f4 / 441, f2 / 49 - 5 * f4 / 441, 35 * f4 / 441


def kanamori_tensor(m, u, u_prime, j):
    t = np.zeros((m,) * 4)
    for a in range(m):
        t[a, a, a, a] = u
        for b in range(m):
            if a != b:
                t[a, b, a, b] = u_prime
                t[a, b, b, a] = j
                t[a, a, b, b] = j
    return t


def levels(matrix):
    """Distinct eigenvalues with their degeneracies."""
    found = []
    for e in np.linalg.eigvalsh(matrix):
        if found and abs(e - found[-1][0]) < 1e-7:
            found[-1][1] += 1
        else:
            found.append([e, 1])
    return found


def conserved_generators(t):
    """Number of independent SO(5) generators that leave the tensor unchanged."""
    changes = []
    for a, b in itertools.combinations(range(5), 2):
        g = np.zeros((5, 5))
        g[a, b], g[b, a] = 1, -1
        d = (np.einsum("ax,xbcd->abcd", g, t) + np.einsum("bx,axcd->abcd", g, t)
             + np.einsum("cx,abxd->abcd", g, t) + np.einsum("dx,abcx->abcd", g, t))
        changes.append(d.ravel())
    return 10 - np.linalg.matrix_rank(np.array(changes), tol=1e-8)


# ---------- many-electron Hamiltonian from determinants ----------
def remove(mask, p):
    return mask ^ (1 << p), (-1) ** bin(mask & ((1 << p) - 1)).count("1")


def hamiltonian(t, n, n_up=None):
    """Matrix for n electrons; n_up restricts it to a fixed spin projection."""
    spin_orb = np.zeros((10,) * 4)
    for s1 in (0, 5):
        for s2 in (0, 5):
            spin_orb[s1:s1+5, s2:s2+5, s1:s1+5, s2:s2+5] = t
    w = spin_orb - spin_orb.transpose(0, 1, 3, 2)
    dets = [sum(1 << p for p in c) for c in itertools.combinations(range(10), n)]
    if n_up is not None:
        dets = [d for d in dets if bin(d & 31).count("1") == n_up]
    index = {d: i for i, d in enumerate(dets)}
    # each determinant as a sum of (pair created) x (rest), with its sign
    by_rest = {}
    for d in dets:
        occupied = [p for p in range(10) if d >> p & 1]
        for r, s in itertools.combinations(occupied, 2):
            m1, sign1 = remove(d, r)
            m2, sign2 = remove(m1, s)
            by_rest.setdefault(m2, []).append((index[d], r, s, sign1 * sign2))
    h = np.zeros((len(dets),) * 2)
    for entries in by_rest.values():
        for i, p, q, sign_i in entries:
            for j, r, s, sign_j in entries:
                h[i, j] += sign_i * sign_j * w[p, q, r, s]
    return h


# ---------- term energies: quadrature eigenvalues against Racah formulas ----------
def term_formulas(a, b, c):
    return {"3F": a - 8*b, "3P": a + 7*b, "1G": a + 4*b + 2*c,
            "1D": a - 3*b + 2*c, "1S": a + 14*b + 7*c}


orbital_degeneracy = {"3F": 7, "3P": 3, "1G": 9, "1D": 5, "1S": 1}
F0, F2, F4 = 4.0, 8.0, 5.0
for f in [(F0, F2, F4), (2.3, 7.1, 3.7), (1.0, 3.0, 2.9)]:
    by_deg = {d: e for e, d in levels(slater_tensor(*f).reshape(25, 25))}
    for name, energy in term_formulas(*racah(*f)).items():
        assert abs(by_deg[orbital_degeneracy[name]] - energy) < 1e-8
A, B, C = racah(F0, F2, F4)
terms = term_formulas(A, B, C)
V = slater_tensor(F0, F2, F4)

# diagonal-sum rule in the complex orbitals m = -2..2
Y = {0: orbitals[Z2] + 0j}
for s in (1, -1):
    Y[s] = -s * (orbitals[XZ] + s * 1j * orbitals[YZ]) / np.sqrt(2)
    Y[2 * s] = (orbitals[X2Y2] + s * 1j * orbitals[XY]) / np.sqrt(2)


def direct(k, m, n):
    return (weight * abs(Y[m])**2) @ kernel[k] @ (weight * abs(Y[n])**2)


def exchange(k, m, n):
    rho = weight * Y[m].conj() * Y[n]
    return (rho @ kernel[k] @ rho.conj()).real


slater = {0: F0, 2: F2, 4: F4}
Dir = lambda m, n: sum(slater[k] * direct(k, m, n) for k in slater)
Exc = lambda m, n: sum(slater[k] * exchange(k, m, n) for k in slater)
eF = Dir(2, 1) - Exc(2, 1)
eP = Dir(2, -1) - Exc(2, -1) + Dir(1, 0) - Exc(1, 0) - eF
eG = Dir(2, 2)
eD = 2 * Dir(2, 0) + Dir(1, 1) - eF - eG
eS = 2 * Dir(2, -2) + 2 * Dir(1, -1) + Dir(0, 0) - eF - eP - eG - eD
assert np.allclose([eF, eP, eG, eD, eS], list(terms.values()))

# ---------- Kanamori = Slater at B = 0, and the symmetry of each ----------
f2_zero, f4_zero = 5.0, 9.0
a0, b0, c0 = racah(F0, f2_zero, f4_zero)
assert abs(b0) < 1e-12
assert np.allclose(slater_tensor(F0, f2_zero, f4_zero),
                   kanamori_tensor(5, a0 + 3*c0, a0 + c0, c0))

pairs = list(itertools.combinations(range(5), 2))
intra = np.array([V[a, a, a, a] for a in range(5)])
J_pairs = np.array([V[a, b, b, a] for a, b in pairs])
Up_pairs = np.array([V[a, b, a, b] for a, b in pairs])
assert np.ptp(intra) < 1e-10
U, J, Up = intra.mean(), J_pairs.mean(), Up_pairs.mean()
assert abs(U - (A + 4*B + 3*C)) < 1e-9 and abs(J - (C + 2.5*B)) < 1e-9
assert abs(Up - (U - 2*J)) < 1e-9
assert abs(J_pairs.min() - C) < 1e-9 and abs(J_pairs.max() - C - 4*B) < 1e-9
K = kanamori_tensor(5, U, Up, J)
sym_K, sym_V = conserved_generators(K), conserved_generators(V)
loose = kanamori_tensor(5, U, Up + 0.3, J)
sym_loose = conserved_generators(loose)
assert (sym_K, sym_V, sym_loose) == (10, 3, 0)
loose_levels = levels(hamiltonian(loose, 2, 2))
assert len(loose_levels) == 1 and abs(loose_levels[0][0] - (Up + 0.3 - J)) < 1e-9

K_levels = levels(K.reshape(25, 25))
assert [d for _, d in K_levels] == [10, 14, 1]
assert np.allclose([e for e, _ in K_levels], [U - 3*J, U - J, U + 4*J])
bary_triplet = (7*terms["3F"] + 3*terms["3P"]) / 10
bary_singlet = (9*terms["1G"] + 5*terms["1D"]) / 14
assert np.allclose([e for e, _ in K_levels], [bary_triplet, bary_singlet, terms["1S"]])
extra_element = abs(V[XZ, Z2, XZ, X2Y2])
assert abs(extra_element - 2*np.sqrt(3)*B) < 1e-9

# ---------- the Kanamori form is exact inside t2g and inside eg ----------
J_sub = {}
for name, members, j in (("t2g", [XY, YZ, XZ], 3*B + C), ("eg", [Z2, X2Y2], 4*B + C)):
    block = V[np.ix_(members, members, members, members)]
    assert np.allclose(block, kanamori_tensor(len(members), U, U - 2*j, j))
    J_sub[name] = block[0, 1, 1, 0]

# ---------- spectrum at other fillings ----------
for n in range(2, 6):
    predicted = set()
    for v in range(n % 2, n + 1, 2):
        for twice_s in range(v % 2, v + 1, 2):
            s = twice_s / 2
            predicted.add(round(Up*n*(n-1)/2 - J*(s*(s+1) + n*n/4 - n)
                                + J*(n-v)*(12-n-v)/4, 7))
    found = [e for e, _ in levels(hamiltonian(K, n))]
    assert len(found) == len(predicted)
    assert np.allclose(found, sorted(predicted), atol=1e-6)
d3_slater, d3_kanamori = levels(hamiltonian(V, 3)), levels(hamiltonian(K, 3))
assert len(d3_slater) == 7 and [d for _, d in d3_kanamori] == [40, 70, 10]

high_spin = {}
for n in range(1, 10):
    real = levels(hamiltonian(V, n, min(n, 5)))
    model = levels(hamiltonian(K, n, min(n, 5)))
    assert len(model) == 1
    if n in (2, 3, 7, 8):
        assert [d for _, d in real] == [7, 3]
        assert abs(real[1][0] - real[0][0] - 15*B) < 1e-7
    else:
        assert len(real) == 1
    high_spin[n] = (real[-1][0] - real[0][0], [d for _, d in real], model[0][1])


# ---------- bare Coulomb radial integrals obey F4 < F2 ----------
def radial_ratio(density):
    r = np.linspace(1e-3, 80, 40001)
    rho = density(r)
    f = {}
    for k in (2, 4):
        inner = cumulative_trapezoid(rho * r**k, r, initial=0)
        f[k] = 2 * trapezoid(rho * inner / r**(k + 1), r)
    return f[4] / f[2]


ratio_3d = radial_ratio(lambda r: r**6 * np.exp(-2*r/3))
ratio_shell = radial_ratio(lambda r: np.exp(-((r - 3) / 0.1)**2))
assert 0 < ratio_3d < ratio_shell < 1
assert ratio_shell > 0.9 and B > 4*F2/441

# ---------- printed numbers ----------
print(f"Input F0, F2, F4 = {F0:.1f}, {F2:.1f}, {F4:.1f} eV")
print(f"F4/F2: example {F4/F2:.3f}, at B = 0 {f4_zero/f2_zero:.3f}")
print(f"F4/F2: hydrogenic 3d {ratio_3d:.3f}, thin shell {ratio_shell:.3f}")
print(f"Racah A, B, C = {A:.4f}, {B:.4f}, {C:.4f} eV")
print(f"Lower bound 4 F2/441 on B = {4*F2/441:.4f} eV")
print("Angular factors, m = 2, 1, 0 (direct) :")
for k, scale in ((2, 7), (4, 21)):
    vals = [scale * (weight * abs(Y[m])**2) @ eval_legendre(k, cos_t) for m in (2, 1, 0)]
    print(f"  {scale} c{k}(m,m) = " + ", ".join(f"{q:.0f}" for q in vals))
print("Squares for (2,1) (2,0) (2,-1) (2,-2) (1,0) (1,-1):")
for k, scale in ((2, 49), (4, 441)):
    vals = [scale * exchange(k, m, n) for m, n in
            ((2, 1), (2, 0), (2, -1), (2, -2), (1, 0), (1, -1))]
    print(f"  {scale} c{k}^2 = " + ", ".join(f"{abs(q):.0f}" for q in vals))
print(f"Averaged U, U', J = {U:.4f}, {Up:.4f}, {J:.4f} eV")
print(f"Racah A, C of that Kanamori model = {U-3*J:.4f}, {J:.4f} eV")
print(f"Range of J over orbital pairs = {J_pairs.min():.4f} to {J_pairs.max():.4f} eV")
print(f"Range of U' over orbital pairs = {Up_pairs.min():.4f} to {Up_pairs.max():.4f} eV")
print(f"J inside t2g, inside eg = {J_sub['t2g']:.4f}, {J_sub['eg']:.4f} eV")
print(f"|<xz,z2|xz,x2-y2>| = {extra_element:.4f} eV")
print("d2 terms, Slater (eV) and Kanamori (eV):")
for name, energy in terms.items():
    model = K_levels[{"3F": 0, "3P": 0, "1G": 1, "1D": 1, "1S": 2}[name]][0]
    print(f"  {name}: {energy:.4f}  {model:.4f}")
gap = terms["3P"] - terms["3F"]
per_cm = constants.e / (constants.h * constants.c * 100)
print(f"3P - 3F = {gap:.4f} eV = {gap*per_cm:.0f} cm^-1; 15B = {15*B:.4f} eV")
print(f"Conserved SO(5) generators: Kanamori {sym_K}, Slater {sym_V}")
print(f"  Kanamori with U' raised by 0.3 eV: {sym_loose}")
print("Maximal-spin sector: splitting (eV), Slater degeneracies, Kanamori:")
for n, (split, degs, model_deg) in high_spin.items():
    print(f"  d{n}: {abs(split):.4f}  {degs}  {model_deg}")
print("d3 levels with Slater interaction (eV, number of states):")
for e, d in d3_slater:
    print(f"  {e:.4f}  {d}")
print("d3 levels with Kanamori interaction (eV, number of states):")
for e, d in d3_kanamori:
    print(f"  {e:.4f}  {d}")
print("all assertions hold")
```

Running it gives:

```
Input F0, F2, F4 = 4.0, 8.0, 5.0 eV
F4/F2: example 0.625, at B = 0 1.800
F4/F2: hydrogenic 3d 0.652, thin shell 0.951
Racah A, B, C = 3.4444, 0.1066, 0.3968 eV
Lower bound 4 F2/441 on B = 0.0726 eV
Angular factors, m = 2, 1, 0 (direct) :
  7 c2(m,m) = -2, 1, 2
  21 c4(m,m) = 1, -4, 6
Squares for (2,1) (2,0) (2,-1) (2,-2) (1,0) (1,-1):
  49 c2^2 = 6, 4, 0, 0, 1, 6
  441 c4^2 = 5, 15, 35, 70, 30, 40
Averaged U, U', J = 5.0612, 3.7347, 0.6633 eV
Racah A, C of that Kanamori model = 3.0714, 0.6633 eV
Range of J over orbital pairs = 0.3968 to 0.8231 eV
Range of U' over orbital pairs = 3.4150 to 4.2676 eV
J inside t2g, inside eg = 0.7166, 0.8231 eV
|<xz,z2|xz,x2-y2>| = 0.3692 eV
d2 terms, Slater (eV) and Kanamori (eV):
  3F: 2.5918  3.0714
  3P: 4.1905  3.0714
  1G: 4.6644  4.3980
  1D: 3.9184  4.3980
  1S: 7.7143  7.7143
3P - 3F = 1.5986 eV = 12894 cm^-1; 15B = 1.5986 eV
Conserved SO(5) generators: Kanamori 10, Slater 3
  Kanamori with U' raised by 0.3 eV: 0
Maximal-spin sector: splitting (eV), Slater degeneracies, Kanamori:
  d1: 0.0000  [5]  5
  d2: 1.5986  [7, 3]  10
  d3: 1.5986  [7, 3]  10
  d4: 0.0000  [5]  5
  d5: 0.0000  [1]  1
  d6: 0.0000  [5]  5
  d7: 1.5986  [7, 3]  10
  d8: 1.5986  [7, 3]  10
  d9: 0.0000  [5]  5
d3 levels with Slater interaction (eV, number of states):
  8.7347  28
  10.3333  12
  10.3515  18
  10.8844  28
  11.0726  10
  12.4830  14
  14.6281  10
d3 levels with Kanamori interaction (eV, number of states):
  9.2143  40
  11.2041  70
  13.8571  10
all assertions hold
```
